# Why a Bare-Logarithm Capacitance Solver Fails for a Unit-Radius Wire: a numerical check

```python
"""Result under test: a 2D boundary-element solver with kernel ln(r/L0), L0 being
the length unit of the code, is singular for one circular conductor of radius
a = L0, because uniform charge then gives zero boundary potential. Requiring zero
total charge, with a free constant potential, removes the fault at every scale.
Symbols: a wire radius, D centre distance, L0 code unit, c critical unit of a set
of conductors, N panels per conductor, eps permittivity, sigma surface charge.
Units: lengths um, potential V, charge per length aC/um, capacitance aF/um.
Outlines are polygons in the complex plane; sigma is constant on each panel."""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import brentq

kappa = 3.0
eps = kappa * epsilon_0 * 1e12          # 1 F/m = 1e12 aF/um
a, D, N = 1.0, 4.0, 200


def circle(radius, n, centre=0.0, owner=0):
    angles = 2 * np.pi * (np.arange(n + 1) - 0.5) / n
    points = centre + radius * np.exp(1j * angles)
    return points[:-1], points[1:], np.full(n, owner)


def square(side, per_side, centre=0.0, owner=0):
    corners = 0.5 * side * np.array([-1 - 1j, 1 - 1j, 1 + 1j, -1 + 1j, -1 - 1j])
    step = np.arange(per_side) / per_side
    starts = np.concatenate([p + (q - p) * step
                             for p, q in zip(corners[:-1], corners[1:])])
    return (centre + starts, centre + np.roll(starts, -1),
            np.full(4 * per_side, owner))


def join(first, second):
    return tuple(np.concatenate(pair) for pair in zip(first, second))


def log_integrals(points, starts, ends):
    """Integral of ln|point - y| over each straight panel."""
    lengths = abs(ends - starts)
    local = (points[:, None] - starts) * np.conj((ends - starts) / lengths)
    along, across = local.real, abs(local.imag)

    def primitive(t):
        return t * np.log(np.hypot(t, across)) - t + across * np.arctan2(t, across)
    return primitive(lengths - along) - primitive(-along)


def bare_matrix(outline, unit):
    starts, ends, _ = outline
    logs = log_integrals((starts + ends) / 2, starts, ends)
    return -(logs - abs(ends - starts) * np.log(unit)) / (2 * np.pi * eps)


def line_charges(outline, sigma):
    starts, ends, owner = outline
    return np.bincount(owner, weights=abs(ends - starts) * sigma)


def solve_bare(outline, volts, unit):
    sigma = np.linalg.solve(bare_matrix(outline, unit), np.array(volts)[outline[2]])
    return line_charges(outline, sigma)


def solve_neutral(outline, volts, unit):
    starts, ends, owner = outline
    size = len(owner)
    system = np.zeros((size + 1, size + 1))
    system[:size, :size] = bare_matrix(outline, unit)
    system[:size, size] = 1.0
    system[size, :size] = abs(ends - starts)
    right = np.append(np.array(volts)[owner], 0.0)
    sigma = np.linalg.solve(system, right)[:size]
    return line_charges(outline, sigma), sigma


def solve_ground(outline, volts, height):
    """Image kernel for a grounded plane at y = -height."""
    starts, ends, owner = outline
    mid = (starts + ends) / 2
    mirrored = np.conj(mid) - 2j * height
    matrix = (log_integrals(mirrored, starts, ends)
              - log_integrals(mid, starts, ends)) / (2 * np.pi * eps)
    return line_charges(outline, np.linalg.solve(matrix, np.array(volts)[owner]))


def critical_unit(outline):
    """Code unit at which the determinant of the bare matrix changes sign."""
    reference = np.linalg.slogdet(bare_matrix(outline, 0.01))[1]

    def scaled_det(log_unit):
        sign, logdet = np.linalg.slogdet(bare_matrix(outline, np.exp(log_unit)))
        return sign * np.exp(logdet - reference)
    return np.exp(brentq(scaled_det, np.log(0.01), np.log(100), xtol=1e-14,
                         rtol=1e-14))


def close(value, target, rel):
    return abs(value - target) <= rel * abs(target)


print(f"Relative permittivity: {kappa:.1f}")
print(f"Permittivity eps: {eps:.4f} aF/um")
print(f"Wire radius a: {a:.1f} um; centre distance D: {D:.1f} um")

# Panel integral against direct quadrature
p0, p1, test_point = 0.2 + 0.1j, 1.1 + 0.7j, 0.5 - 0.4j
direct = quad(lambda s: np.log(abs(test_point - p0 - s * (p1 - p0))), 0, 1)[0]
panel = log_integrals(np.array([test_point]), np.array([p0]), np.array([p1]))[0, 0]
assert close(panel, direct * abs(p1 - p0), 1e-9)

# Eigenvalues of the continuous circle operator, by quadrature
for radius in (0.7, 1.0, 1.6):
    for n in range(5):
        integral = quad(lambda t: -np.log(2 * radius * np.sin(t / 2)) * np.cos(n * t),
                        0, np.pi, limit=200)[0] * radius / np.pi
        expected = -radius * np.log(radius) if n == 0 else radius / (2 * n)
        assert abs(integral - expected) < 1e-7

# Potential of uniform charge, on the circle and far outside
charge = 100.0
print(f"Uniform test charge: {charge:.0f} aC/um, code unit 1 um")
for radius in (0.5, 1.0, 2.0):
    mean_log = quad(lambda t: np.log(2 * radius * np.sin(t / 2)), 0, np.pi)[0] / np.pi
    boundary = -charge * mean_log / (2 * np.pi * eps)
    assert abs(boundary + charge * np.log(radius) / (2 * np.pi * eps)) < 1e-7
    print(f"Boundary potential, radius {radius:.1f} um: {boundary + 0.0:.4f} V")
mean_log = quad(lambda t: np.log(abs(10 - np.exp(1j * t))), 0, np.pi)[0] / np.pi
outside = -charge * mean_log / (2 * np.pi * eps)
assert close(outside, -charge * np.log(10) / (2 * np.pi * eps), 1e-8)
print(f"Potential at r = 10 um, radius 1 um: {outside:.4f} V")

# Bare solver away from the critical radius
for radius in (0.5, 2.0):
    bare = solve_bare(circle(radius, N), [1.0], 1.0)[0]
    assert close(bare, 2 * np.pi * eps / np.log(1 / radius), 5e-4)
    print(f"Bare capacitance, radius {radius:.1f} um, unit 1 um: {bare:.1f} aF/um")

# Where the panel matrix is exactly singular, and its null density
scaled_shift = {}
for n in (64, 128):
    ring = circle(1.0, n)
    unit_c = critical_unit(ring)
    scaled_shift[n] = -n**2 * np.log(unit_c)
    _, singular, rows = np.linalg.svd(bare_matrix(ring, unit_c))
    assert singular[-1] < 1e-11 * singular[0] and singular[-2] > 1e-3 * singular[0]
    assert np.std(rows[-1]) < 1e-7 * abs(np.mean(rows[-1]))
    print(f"Singular radius of matrix, N = {n}: {1 / unit_c:.6f} um")
limit = 2 * scaled_shift[128] - scaled_shift[64]
assert abs(limit - 5 * np.pi**2 / 12) < 0.01
print(f"N^2 ln(a*/L0), extrapolated: {limit:.4f}; 5 pi^2/12: {5*np.pi**2/12:.4f}")
mid_angles = 2 * np.pi * np.arange(128) / 128
for n in (1, 2, 3):
    wave = np.cos(n * mid_angles)
    response = eps * bare_matrix(circle(1.0, 128), 1.0) @ wave
    assert np.max(abs(response - wave / (2 * n))) < 0.01 / (2 * n)

# Meaningless answer at radius = unit grows as N^2
for n in (50, 100, 200):
    bare = solve_bare(circle(1.0, n), [1.0], 1.0)[0]
    assert close(bare, 24 * eps * n**2 / (5 * np.pi), 1 / n)
    print(f"Bare capacitance at a = L0, N = {n}: {bare:.4g} aF/um")

# Coaxial pair: the outer radius is critical; the code unit acts as a shield
inner, outer = 0.5, 1.5
coax = join(circle(inner, N), circle(outer, N, owner=1))
coax_c = critical_unit(coax)
assert close(coax_c, outer, 1e-3)
null_charge = line_charges(coax, np.linalg.svd(bare_matrix(coax, coax_c))[2][-1])
assert abs(null_charge[0]) < 2e-3 * abs(null_charge[1])
shielded = solve_neutral(coax, [1.0, 0.0], 1.0)[0][0]
hidden = solve_bare(circle(inner, N), [1.0], outer)[0]
assert close(shielded, 2 * np.pi * eps / np.log(outer / inner), 1e-3)
assert close(hidden, shielded, 1e-3)
print(f"Coax radii: {inner:.1f} and {outer:.1f} um; critical unit: {coax_c:.4f} um")
print(f"Coax capacitance with real shield: {shielded:.2f} aF/um")
print(f"Bare single wire with L0 = shield radius: {hidden:.2f} aF/um")

# Two wires: critical unit, unit-dependent bare answer, unit-free neutral answer
pair = join(circle(a, N, -D / 2), circle(a, N, D / 2, 1))
pair_c = critical_unit(pair)
assert close(pair_c, np.sqrt(a * D), 0.05)
exact_pair = np.pi * eps / np.arccosh(D / (2 * a))
print(f"Pair critical unit c: {pair_c:.4f} um; sqrt(aD): {np.sqrt(a*D):.4f} um")
print(f"Pair capacitance, closed form: {exact_pair:.3f} aF/um")
for name, unit in (("1 nm", 1e-3), ("1 um", 1.0), ("1 mm", 1e3)):
    driven = solve_bare(pair, [1.0, 0.0], unit)
    formula = exact_pair + 0.5 * np.pi * eps / np.log(unit / pair_c)
    assert abs(driven[0] - formula) < 2e-3 * exact_pair
    neutral = solve_neutral(pair, [1.0, 0.0], unit)[0][0]
    assert close(neutral, exact_pair, 1e-3)
    print(f"Unit {name}: bare q1 {driven[0]:.2f}, q2 {driven[1]:.2f} aC/um at 1 V, 0 V;"
          f" neutral solver {neutral:.3f} aF/um")
at_critical, sigma_pair = solve_neutral(pair, [1.0, 0.0], pair_c)
assert close(at_critical[0], exact_pair, 1e-3)
print(f"Neutral solver at the pair's critical unit: {at_critical[0]:.3f} aF/um")

# Energy form: positive for neutral charge, indefinite without that condition
panel_lengths = abs(pair[1] - pair[0])
form = panel_lengths[:, None] * bare_matrix(pair, 1.0)
form = (form + form.T) / 2
neutral_basis = null_space(panel_lengths[None, :])
assert np.linalg.eigvalsh(neutral_basis.T @ form @ neutral_basis)[0] > 0
assert np.linalg.eigvalsh(form)[0] < 0

# Ground plane: the image kernel has no length unit
height = 5.0
over_ground = solve_ground(circle(a, N), [1.0], height)[0]
assert close(over_ground, 2 * np.pi * eps / np.arccosh(height / a), 1e-3)
print(f"Ground plane below wire centres: {height:.1f} um")
print(f"One wire over ground, image kernel: {over_ground:.2f} aF/um")

# Neglected effects for the pair
pair_ground = solve_ground(pair, [0.5, -0.5], height)[0]
print(f"Pair at +0.5 V and -0.5 V over ground: {pair_ground:.2f} aF/um, change "
      f"{100 * (pair_ground / exact_pair - 1):.1f} %")
square_values = []
for per_side in (30, 60):
    squares = join(square(2 * a, per_side, -D / 2), square(2 * a, per_side, D / 2, 1))
    square_values.append(solve_neutral(squares, [1.0, 0.0], 1.0)[0][0])
assert close(square_values[0], square_values[1], 5e-3)
print(f"Square wires, side {2*a:.1f} um: {square_values[1]:.1f} aF/um, change "
      f"{100 * (square_values[1] / exact_pair - 1):.0f} %")

# Field energy of the round pair at 1 V, from equivalent line charges at x = +-focus
focus = np.sqrt((D / 2)**2 - a**2)
strength = focus / np.arccosh(D / (2 * a))


def row_energy(y):
    half_chord = np.sqrt(max(a**2 - y**2, 0.0))

    def field_squared(x):
        return strength**2 / abs((x + 1j * y)**2 - focus**2)**2
    return 2 * (quad(field_squared, 0, D / 2 - half_chord)[0]
                + quad(field_squared, D / 2 + half_chord, np.inf)[0])


total = 2 * (quad(row_energy, 0, a)[0] + quad(row_energy, a, np.inf)[0])
assert close(eps * total, exact_pair, 1e-4)
cap_thickness, cap_kappa = 0.1, 5.0
share = quad(row_energy, a, a + cap_thickness)[0] / total
print(f"Cap layer: {cap_thickness:.1f} um, relative permittivity {cap_kappa:.1f} (rough)")
print(f"Field-energy share in cap: {100 * share:.2f} %")
print(f"Upper bound on cap change of C: {100*share*(cap_kappa/kappa-1):.2f} %")

peak = np.max(abs(sigma_pair)) / eps                       # V/um at 1 V
assert close(peak, strength / (focus**2 - (D / 2 - a)**2), 0.01)
breakdown = 5.0                                            # MV/cm, rough input
print(f"Peak field at 1 V: {peak * 0.01:.5f} MV/cm")
print(f"Rough breakdown field: {breakdown:.0f} MV/cm, reached near "
      f"{breakdown / (peak * 0.01):.0f} V")
wire_length = 1000.0
print(f"End effect, order D/length for {wire_length:.0f} um: {100*D/wire_length:.1f} %")
print("checks complete")
```

Running it gives:

```
Relative permittivity: 3.0
Permittivity eps: 26.5626 aF/um
Wire radius a: 1.0 um; centre distance D: 4.0 um
Uniform test charge: 100 aC/um, code unit 1 um
Boundary potential, radius 0.5 um: 0.4153 V
Boundary potential, radius 1.0 um: 0.0000 V
Boundary potential, radius 2.0 um: -0.4153 V
Potential at r = 10 um, radius 1 um: -1.3796 V
Bare capacitance, radius 0.5 um, unit 1 um: 240.7 aF/um
Bare capacitance, radius 2.0 um, unit 1 um: -240.8 aF/um
Singular radius of matrix, N = 64: 1.000995 um
Singular radius of matrix, N = 128: 1.000250 um
N^2 ln(a*/L0), extrapolated: 4.1117; 5 pi^2/12: 4.1123
Bare capacitance at a = L0, N = 50: 1.027e+05 aF/um
Bare capacitance at a = L0, N = 100: 4.083e+05 aF/um
Bare capacitance at a = L0, N = 200: 1.628e+06 aF/um
Coax radii: 0.5 and 1.5 um; critical unit: 1.4998 um
Coax capacitance with real shield: 151.92 aF/um
Bare single wire with L0 = shield radius: 151.90 aF/um
Pair critical unit c: 2.0612 um; sqrt(aD): 2.0000 um
Pair capacitance, closed form: 63.365 aF/um
Unit 1 nm: bare q1 57.89, q2 -68.83 aC/um at 1 V, 0 V; neutral solver 63.359 aF/um
Unit 1 um: bare q1 5.67, q2 -121.05 aC/um at 1 V, 0 V; neutral solver 63.359 aF/um
Unit 1 mm: bare q1 70.11, q2 -56.61 aC/um at 1 V, 0 V; neutral solver 63.359 aF/um
Neutral solver at the pair's critical unit: 63.359 aF/um
Ground plane below wire centres: 5.0 um
One wire over ground, image kernel: 72.80 aF/um
Pair at +0.5 V and -0.5 V over ground: 66.27 aF/um, change 4.6 %
Square wires, side 2.0 um: 73.9 aF/um, change 17 %
Cap layer: 0.1 um, relative permittivity 5.0 (rough)
Field-energy share in cap: 2.65 %
Upper bound on cap change of C: 1.76 %
Peak field at 1 V: 0.00658 MV/cm
Rough breakdown field: 5 MV/cm, reached near 760 V
End effect, order D/length for 1000 um: 0.4 %
checks complete
```
